# Does a Solar Cell Need a Built-In Electric Field?

**Question.** I learned that the built-in field of a p–n junction pulls photogenerated electrons one way and holes the other, and that this separation is what makes a solar cell work. But the field is also there in the dark, when no current flows. Suppose the absorber had perfectly flat bands. Would it still deliver a current, and would its limiting efficiency be lower?

**Answer.** It can deliver a current, and in the radiative, high-mobility limit its efficiency is the same. To reach that limit it needs a pair of contacts that each pass one kind of carrier and block the other. With such contacts, a field in the absorber can help or hinder transport at finite mobility, but separation does not depend on it.

**What drives the current**

Let \(q>0\), and let \(x\) run from the hole contact at \(0\) to the electron contact at \(W\). The field is \(\mathcal E=(1/q)\,dE_c/dx\), because an electron's potential energy follows the conduction-band edge \(E_c\). The electron current along \(+x\) is drift plus diffusion:

\[
J_n=q\mu_n n\mathcal E+qD_n\frac{dn}{dx}.
\]

For a nondegenerate semiconductor at uniform temperature, with a constant effective density of states \(N_c\),

\[
n=N_c e^{(E_{Fn}-E_c)/kT},\qquad
\frac{dn}{dx}=\frac{n}{kT}\left(\frac{dE_{Fn}}{dx}-\frac{dE_c}{dx}\right).
\]

Insert this and the Einstein relation \(qD_n=\mu_n kT\):

\[
J_n=\mu_n n\frac{dE_c}{dx}+\mu_n n\left(\frac{dE_{Fn}}{dx}-\frac{dE_c}{dx}\right)
=\mu_n n\frac{dE_{Fn}}{dx}.
\]

The field has cancelled. For holes, \(J_p=q\mu_p p\mathcal E-qD_p\,dp/dx\) with \(p=N_v e^{(E_v-E_{Fp})/kT}\). In a uniform gap \(dE_v/dx=dE_c/dx=q\mathcal E\), so

\[
J_p=\mu_p p\frac{dE_v}{dx}-\mu_p p\left(\frac{dE_v}{dx}-\frac{dE_{Fp}}{dx}\right)
=\mu_p p\frac{dE_{Fp}}{dx}.
\]

This resolves your puzzle about the dark. In equilibrium the Fermi level is flat, so both currents vanish, however strong the field. Drift is still present, but diffusion cancels it.

**The limiting current, with or without a field**

Electrons leave at \(W\) and holes at \(0\). Both motions carry conventional current along \(-x\), so I count the delivered current as \(J=-(J_n+J_p)\). Let \(G\) be the generation rate and \(R\) the net recombination rate per volume. In steady state,

\[
\frac{dJ_n}{dx}=-q(G-R),\qquad J_n(0)=0,\qquad J_p(W)=0.
\]

The two boundary conditions express selectivity. At \(x=W\) the whole current is carried by electrons, so integration gives

\[
J=-J_n(W)=q\int_0^W(G-R)\,dx .
\]

Take radiative loss alone. A photon emitted and reabsorbed inside the absorber removes one pair and creates another, so it drops out of this integral; only escaping light counts. I spread that loss evenly in depth and write \(R=B_{\rm eff}(np-n_i^2)\). Multiplying the two densities gives

\[
np=N_cN_v e^{-(E_c-E_v)/kT}e^{(E_{Fn}-E_{Fp})/kT}
=n_i^2e^{(E_{Fn}-E_{Fp})/kT}.
\]

A band tilt moves \(E_c\) and \(E_v\) together, so the electrostatic potential is absent from \(np\).

With lossless contact layers, \(E_{Fn}(W)-E_{Fp}(0)=qV\). Now raise the mobilities at fixed \(V\) and fixed bands. Since \(R\ge-B_{\rm eff}n_i^2\), generation bounds the electron current. Assume each carrier flows toward its own contact at every depth, as it does when \(G>R\) throughout. Then \(E_{Fn}\) falls toward \(W\), so \(E_{Fn}(x)\ge E_{Fn}(W)\) and \(n\) has a positive lower bound independent of mobility. Hence \(dE_{Fn}/dx=J_n/(\mu_n n)\) tends to zero. The same argument applies to holes. The splitting becomes \(qV\) everywhere, and

\[
J_{\rm lim}(V)=J_{ph}-J_0\left(e^{qV/kT}-1\right),
\]

\[
J_{ph}=q\int_0^W G\,dx,\qquad J_0=qB_{\rm eff}n_i^2W .
\]

Under that assumption, neither the band tilt nor the depth profile of \(G\) remains.

Detailed balance fixes \(J_0\): in equilibrium, emission must equal absorbed thermal radiation. For unit absorptance above the gap \(E_g\), and emission through one face into a hemisphere,

\[
J_0=q\,\frac{2\pi}{h^3c^2}\int_{E_g}^{\infty}\frac{E^2\,dE}{e^{E/kT}-1}.
\]

The factor \(e^{qV/kT}\) for emission under bias requires \(E_g-qV\gg kT\). I also assume that the field does not change the absorptance.

**What a field does at finite mobility**

Consider a p-type absorber in low injection, with uniform \(G\) and a flat hole quasi-Fermi level. Let \(n_{eq}\) and \(p_{eq}\) be the equilibrium densities, with \(n_{eq}p_{eq}=n_i^2\), and define \(u=e^{(E_{Fn}-E_{Fp})/kT}\). Then \(n=n_{eq}u\) and \(dE_{Fn}/dx=kT\,u'/u\), so

\[
J_n=\mu_n n_{eq}u\,kT\frac{u'}{u}=qD_n n_{eq}u'.
\]

With \(r_0=B_{\rm eff}n_i^2\), we have \(R=r_0(u-1)\), and continuity becomes

\[
(D_n n_{eq}u')'=r_0(u-1)-G .
\]

The shift \(y=u-1-G/r_0\) removes the constants:

\[
(D_n n_{eq}y')'=r_0y,\qquad y'(0)=0,\qquad
y(W)=e^{qV/kT}-1-\frac{G}{r_0}.
\]

Because \(G-R=-r_0y\), the delivered current is \(J=-qr_0\int_0^W y\,dx\). Also \(J_{\rm lim}=-qr_0W\,y(W)\). Therefore

\[
J(V)=F\,J_{\rm lim}(V),\qquad
F=\frac1W\int_0^W\frac{y(x)}{y(W)}\,dx .
\]

The equation is linear, so \(y(x)/y(W)\) does not depend on \(V\), and neither does \(F\). Within this model a tilt rescales the current but leaves the open-circuit and maximum-power voltages unchanged.

For flat bands \(n_{eq}\) is constant and \(y''=y/L^2\), where \(L^2=D_nn_{eq}/r_0=D_n/(B_{\rm eff}p_{eq})\). The solution with zero slope at \(0\) is \(y=y(W)\cosh(x/L)/\cosh(W/L)\), so

\[
F=\frac{\tanh(W/L)}{W/L}.
\]

For a general tilt and small loss, replace \(y\) by \(y(W)\) on the right of the differential equation. One integration gives \(y'\approx y(W)B_{\rm eff}p_{eq}x/D_n\). Averaging \(y(W)-y(x)=\int_x^W y'(s)\,ds\) over \(x\), and exchanging the order of integration, gives

\[
1-F\approx\frac1W\int_0^W x^2\,\frac{B_{\rm eff}p_{eq}(x)}{D_n}\,dx .
\]

The factor \(x^2\) weights the region near the electron contact. The tilt enters only through the profile of \(p_{eq}\), so a comparison of tilts depends on which density is held fixed. At fixed midplane density, a field that opposes electrons goes with larger \(p_{eq}\), hence smaller \(n_{eq}\), in that region. Electron conduction is poorer there and the loss is larger. A helping tilt lowers the loss only while it is moderate: it raises \(p_{eq}\) exponentially toward the hole contact, and by this formula a helping tilt beyond about 0.27 eV at 300 K collects worse than flat bands. If \(p_{eq}(W)\) is held fixed instead, the opposing tilt lowers \(p_{eq}\) everywhere else and the order reverses. In each case the loss vanishes as \(D_n\to\infty\).

**A worked example**

Take a model absorber with \(E_g=1.40\) eV and \(W=2.0\) µm at 300 K, under a diluted 5800 K blackbody spectrum of 1000 W/m². The photon fluxes give \(J_{ph}=29.57\) mA/cm² and \(J_0=2.520\times10^{-18}\) mA/cm². Setting \(J_{\rm lim}=0\),

\[
V_{oc}=\frac{kT}{q}\ln\left(1+\frac{J_{ph}}{J_0}\right)
=0.025852\ \text{V}\times43.91=1.135\ \text{V}.
\]

For maximum power put \(v=qV/kT\). The condition \(d(VJ_{\rm lim})/dV=0\) reads

\[
J_{ph}-J_0(e^v-1)-vJ_0e^v=0
\quad\Longrightarrow\quad
(1+v)e^v=1+\frac{J_{ph}}{J_0}.
\]

Its solution is \(V_{mp}=1.039\) V, where \(J_{\rm lim}=28.85\) mA/cm². The power is \(1.039\times28.85=29.98\) mW/cm², or 29.98 % of the incident 100 mW/cm².

Now compare flat bands with tilts of 0.10 eV across the absorber, a field of 500 V/cm. Exponentially graded doping makes such a uniform field compatible with charge neutrality. The midplane hole density is \(2.0\times10^{17}\) cm⁻³, and the electron and hole mobilities are 1000 and 100 cm²/(V s). For flat bands \(L=22.3\) µm, so \(W/L=0.0897\) and \(F=0.9973\). The numerical solutions give:

- Helping field: \(F=0.9986\), efficiency 29.93 %.
- Flat bands: \(F=0.9973\), efficiency 29.90 %.
- Opposing field: \(F=0.9913\), efficiency 29.71 %.

In the opposing case at maximum power, electron drift contributes −485 mA/cm² to the delivered current at midplane, and diffusion contributes +499 mA/cm². The net is 14 mA/cm² toward the electron contact, against the electric force. It is about half the cell current because electrons generated beyond midplane have yet to join; holes carry the rest there.

Good transport matters. With the electron mobility reduced to 10 cm²/(V s), \(F\) becomes 0.88, 0.80 and 0.55 in the same order. At this fixed midplane density the 0.10 eV helping tilt is then useful, though not essential. The numerical check solves the drift-diffusion equations for both carriers. It also finds, for nonuniform generation and all three tilts, that the shortfall from \(J_{\rm lim}\) at \(V_{mp}\) falls about tenfold when both mobilities rise tenfold.

**A field without selective contacts**

Keep the helping tilt, but let both contacts exchange both carriers freely. The calculated open-circuit voltage collapses to 1.7 µV, despite the 0.10 eV tilt.

The reason is that the majority holes now connect the terminals. In the dark, their drift current at midplane is 1602 A/cm² in a field of 500 V/cm, so their conductivity is \(1602/500=3.2\) S/cm. A layer \(2.0\times10^{-4}\) cm thick with that conductivity has a resistance of \(6.2\times10^{-5}\) Ω cm². The doping is graded, so the conductivity varies exponentially about its midplane value, and \(\int dx/\sigma\) is larger by the factor \(\sinh a/a=1.75\), with \(a=0.05/0.025852=1.93\). The actual resistance is therefore \(1.1\times10^{-4}\) Ω cm². The net photocurrent cannot exceed \(J_{ph}\), so the voltage is at most about 3 µV. The calculated 1.7 µV corresponds to roughly half of \(J_{ph}\). Either carrier can now leave at either contact, and the tilt only biases the choice. For uniform generation, fixed bands and negligible recombination, a carrier leaves at the contact the field favours with average probability \(1/(1-e^{-s})-1/s=0.76\), where \(s=0.10/0.025852=3.87\). The net fraction of \(J_{ph}\) is then \(0.76-0.24\approx0.5\).

Between the two cases lies a cell whose electron contact blocks holes while its hole contact passes both carriers. The holes then no longer connect the terminals, but electrons can be lost at \(x=0\). The same probability now sets the short-circuit current: 0.76, 0.50 and 0.24 of \(J_{ph}\) for helping, flat and opposing bands. A flat absorber still delivers current and voltage, but below the limit, and here the tilt matters even when recombination in the absorber is negligible.

**Back to your p–n junction**

Its two sides have very different electron and hole conductivities, which is how it provides selectivity. In a junction made of one material, the field accompanies that arrangement: with a flat equilibrium Fermi level and no band offset, \(E_c-E_F\) can differ between the two sides only if the bands bend. Removing the field by removing the doping difference would therefore remove the selectivity too. That does not make the field the driving force.

Nor does a flat absorber mean a field-free device. If each terminal keeps a fixed offset between its Fermi level and its local electrostatic energy, changing the voltage by \(V\) must change the electrostatic potential difference between the terminals by the same amount. Here I assign that change to the contact layers and assume they still conduct their carrier well. If the density of that carrier becomes too low, \(J_n=\mu_n n\,dE_{Fn}/dx\) demands a large quasi-Fermi drop, and the ideal-contact assumption fails.

The equality of limits also relies on radiative loss. Recombination through defects can depend on \(n\) and \(p\) separately, not just on \(np\), and then the band profile can affect the voltage as well as the current.

## Numbers as computed

```
Cell temperature: 300 K
Thermal energy kT: 25.852 meV
Sun temperature: 5800 K
Total irradiance: 1000 W/m^2
Sun dilution factor: 1.5584e-05 (dimensionless)
Gap: 1.40 eV; thickness: 2.0 um
Nc: 1.0e+17 cm^-3; Nv: 1.0e+19 cm^-3
ni squared: 3.0272e+12 cm^-6
Hole density at midplane: 2.0e+17 cm^-3
Electron mobility: 1000 cm^2/(V s)
Hole mobility: 100 cm^2/(V s)
Low electron mobility: 10 cm^2/(V s)
Band tilt magnitude: 0.10 eV
Field magnitude: 500 V/cm
B_eff: 2.5981e-11 cm^3/s
J_ph: 29.569 mA/cm^2
J_0: 2.5202e-18 mA/cm^2
V_oc, radiative limit: 1.1351 V
V at maximum power: 1.0390 V
J_lim at maximum power: 28.851 mA/cm^2
Limiting efficiency: 29.98 %
Diffusion length, flat: 22.305 um
Diffusion length, flat, slow: 2.231 um
helping: F = 0.99858 (dimensionless)
helping: efficiency = 29.93 %
helping: F, low mobility = 0.8835 (dimensionless)
helping: electron Fermi drop = 3.248 meV
helping: max n/p at V_oc = 4.25e-02 (dimensionless)
helping: deficit, 100x mobility = 0.0025 %
flat: F = 0.99733 (dimensionless)
flat: efficiency = 29.90 %
flat: F, low mobility = 0.7970 (dimensionless)
flat: electron Fermi drop = 3.860 meV
flat: max n/p at V_oc = 8.88e-04 (dimensionless)
flat: deficit, 100x mobility = 0.0037 %
opposing: F = 0.99126 (dimensionless)
opposing: efficiency = 29.71 %
opposing: F, low mobility = 0.5498 (dimensionless)
opposing: electron Fermi drop = 9.200 meV
opposing: max n/p at V_oc = 4.25e-02 (dimensionless)
opposing: deficit, 100x mobility = 0.0104 %
Flat: hole Fermi drop = 0.90 ueV
Dark hole drift at midplane: 1602.2 A/cm^2
Opposing: electron drift = -484.81 mA/cm^2
Opposing: electron diffusion = 499.08 mA/cm^2
Opposing: electron total = 14.28 mA/cm^2
Nonselective photovoltage: 1.71 uV
```
